\section*{Why Weak Phase Defects Fade at Focus and Reverse Contrast Across It}

\section{Which focal planes to compute}

Suppose one must calculate whether a microscope will find a shallow bump on a reflective lithography mask. Each focal plane adds an image to the calculation, and later an exposure to the measurement, so an early decision is where to focus. In a bright-field microscope with nearly coherent light, the sharpest plane is a poor choice for a bump that changes the phase of the light and not its strength. In the example below, the bump changes the intensity at its centre by $-0.5\,\%$ at best focus, by $-12.8\,\%$ when the microscope is focused $1000$ nm above the mask, and by $+12.5\,\%$ when it is focused $1000$ nm below. The reason is a phase relation between two waves, and one solvable model shows both the relation and its limits.

\section{The model}

One plane wave of wavelength $\lambda$ lights the mask along the optical axis. The field just after reflection, divided by that of the clean mask, is
\begin{equation}
t(\mathbf r)=e^{i\varphi(\mathbf r)},\qquad \varphi \text{ real}.
\end{equation}
The time factor is $e^{-i\omega t}$, so a path $L$ contributes the phase $+2\pi L/\lambda$, and positive $\varphi$ means delayed light. A bump of height $h$ shortens the path by $h$ on the way in and by $h$ on the way out. Its peak phase is therefore negative:
\begin{equation}
\varphi_0=-\frac{2\pi}{\lambda}\,2h=-\frac{4\pi h}{\lambda}.
\end{equation}

The lens passes spatial frequencies $|\mathbf f|\le f_c=\mathrm{NA}/\lambda$ without aberration, where NA is the numerical aperture on the mask side. Image positions are referred back to the mask. Let $z$ be the height of the plane in sharp focus, positive from the mask towards the lens. For negative $z$ the image shows the reflected field traced back behind the surface.

A component of frequency $f$ has the axial wavenumber $(2\pi/\lambda)\sqrt{1-\lambda^2f^2}$. Over the distance $z$ its phase changes, relative to the axial background wave, by
\begin{equation}
\chi(f)=\frac{2\pi z}{\lambda}\left[\sqrt{1-\lambda^2f^2}-1\right]\approx-\pi\lambda z f^2 .
\end{equation}
The approximation uses $\sqrt{1-x}\approx1-x/2$. The next term, $-x^2/8$, changes $\chi$ by the fraction $\lambda^2f^2/4$, at most $\mathrm{NA}^2/4$, which is $0.2\,\%$ for the NA of $0.0825$ used here.

The point response of the microscope is
\begin{equation}
h_z(\mathbf r)=\int_{|\mathbf f|\le f_c}e^{i\chi(f)}e^{2\pi i\mathbf f\cdot\mathbf r}\,d^2f ,
\end{equation}
and $*$ denotes convolution. Since $\chi(0)=0$, the uniform background passes with amplitude 1. The image field is thus $E=1+S$ with $S=h_z*(t-1)$, and the signal is
\begin{equation}
\Delta I=|1+S|^2-1=2\,\mathrm{Re}\,S+|S|^2 .
\label{eq:signal}
\end{equation}
At first order, only the part of $S$ in step with the background changes the intensity.

\section{A quarter cycle out of step}

For a weak defect, $t-1=i\varphi-\varphi^2/2+\dots$, so to first order $S=i\,h_z*\varphi$. Split the response as $h_z=h_c+ih_s$, where $h_c$ and $h_s$ are the transforms of $\cos\chi$ and $\sin\chi$ over the pupil. Both are real, because these functions are real and even in $\mathbf f$. Then
\begin{align}
S&=i(h_c+ih_s)*\varphi=-h_s*\varphi+i\,h_c*\varphi,\\
\Delta I_1&=2\,\mathrm{Re}\,S=-2\,h_s*\varphi .
\end{align}
With $\Phi(\mathbf f)=\int\varphi\,e^{-2\pi i\mathbf f\cdot\mathbf r}d^2r$, each component inside the pupil obeys
\begin{equation}
\widehat{\Delta I_1}(\mathbf f)=-2\sin\chi\,\Phi(\mathbf f)\approx2\sin(\pi\lambda zf^2)\,\Phi(\mathbf f).
\label{eq:transfer}
\end{equation}

At $z=0$ the sine vanishes for every $f$. The scattered light is still there, but it is a quarter cycle out of step with the background, and adding a small perpendicular component to an arrow does not change its length at first order. Defocus turns the scattered components relative to the background, one way for $z>0$ and the other way for $z<0$. They acquire an in-step part that reverses when $z$ changes sign.

The phase relation can be tested by changing it alone. If the background is turned by a quarter cycle at focus, so that $E=i+S$, then $|E|^2-1=2\,\mathrm{Im}\,S+|S|^2$, and the first-order signal becomes $2h_0*\varphi$. Full diffraction calculations were made for Gaussian defects with peak phases of $\pm10^{-3}$ rad. Half the difference of their centre signals, which removes the second-order term, agreed with this result to within one part in $10^4$. The defect appears without any defocus.

\section{The same result seen with rays}

When $\pi\lambda|z|f_c^2\ll1$, the sine in (\ref{eq:transfer}) may be replaced by its argument. The Laplacian multiplies a Fourier component by $-4\pi^2f^2$, so $f^2\Phi$ corresponds to $-\nabla^2\varphi/4\pi^2$, and
\begin{equation}
\Delta I_1\approx2\pi\lambda z\left(-\frac{\nabla^2\tilde\varphi}{4\pi^2}\right)=-\frac{\lambda z}{2\pi}\nabla^2\tilde\varphi,\qquad\tilde\varphi=h_0*\varphi .
\end{equation}
Rays give the same expression. A phase slope tilts a ray by $(\lambda/2\pi)\nabla\tilde\varphi$; after a distance $z$ the rays have moved sideways by $z$ times this tilt, and their density has changed by minus the divergence of the displacement.

A bump has a minimum of $\tilde\varphi$ at its centre, where $\nabla^2\tilde\varphi>0$. It is a small convex mirror that spreads the light, so its centre is dark for $z>0$. Traced back behind the surface, the same rays crowd together, and the centre is bright for $z<0$. A pit does the reverse.

The light is redistributed. Equation (\ref{eq:transfer}) gives zero at $f=0$, so the first-order signal integrates to zero over the image. A dark centre needs brighter surroundings, and ``opposite sign'' refers to the same point of the defect in two images.

\section{What holds for strong phases}

Changing $z$ to $-z$ reverses $\chi$, and $\chi$ is even in $\mathbf f$, so $h_{-z}=h_z^*$. Therefore
\begin{equation}
h_{-z}*e^{-i\varphi}=\left(h_z*e^{i\varphi}\right)^*
\quad\Rightarrow\quad I(\varphi,z)=I(-\varphi,-z).
\label{eq:symmetry}
\end{equation}
No weakness was assumed: within this model, a bump seen from one side of focus looks like the matching pit seen from the other. For a lopsided object made of two Gaussians with peak phases of $1.0$ and $-0.6$ rad, images computed at $\pm800$ nm obeyed (\ref{eq:symmetry}) to within $10^{-11}$ of the background.

Expand the signal in powers of $\varphi$. By (\ref{eq:symmetry}), odd powers are odd in $z$ and even powers are even in $z$. Half the difference of two images at $\pm z$ keeps the odd powers; half their sum keeps the even ones. At $z=0$ all odd powers vanish, but the second need not. There $h_0$ is real, and (\ref{eq:signal}) gives
\begin{equation}
\Delta I_2=2\left(-\tfrac12h_0*\varphi^2\right)+(h_0*\varphi)^2=(h_0*\varphi)^2-h_0*\varphi^2 .
\label{eq:residue}
\end{equation}
If the pupil passed every frequency, $h_0$ would be a delta function and the two terms would cancel, as they must when $|t|^2=1$. A finite pupil leaves a residue.

A pure absorber behaves differently. Its $t$ is real, so $h_{-z}*t=(h_z*t)^*$ and $I(z)=I(-z)$: the contrast has the same sign on both sides and is already present at focus. A pair of images about focus thus separates the two kinds of weak defect.

\section{A Gaussian defect in closed form}

Take $\varphi=\varphi_0e^{-r^2/w^2}$, for which $\Phi=\varphi_0\pi w^2e^{-\pi^2w^2f^2}$. The signal at the centre is the integral of (\ref{eq:transfer}) over the pupil. Put $u=f^2$, so that $d^2f\to2\pi f\,df=\pi\,du$, and define $a=\pi^2w^2$, $b=\pi\lambda z$ and $U=f_c^2$:
\begin{equation}
\Delta I_1(0)=2\varphi_0a\int_0^Ue^{-au}\sin(bu)\,du
=2\varphi_0a\,\mathrm{Im}\,\frac{1-e^{-(a-ib)U}}{a-ib}.
\end{equation}
Multiply numerator and denominator by $a+ib$, take the imaginary part, and write $A=aU=\pi^2w^2\mathrm{NA}^2/\lambda^2$ and $B=bU=\pi z\,\mathrm{NA}^2/\lambda$:
\begin{equation}
\Delta I_1(0)=2\varphi_0A\,\frac{B-e^{-A}(A\sin B+B\cos B)}{A^2+B^2}.
\label{eq:gauss}
\end{equation}
$A$ measures how well the defect is resolved, and $B$ is the size of the turn at the pupil edge.

\textit{Resolved defect, $A\gg1$.} The exponential drops out. With $s=B/A=\lambda z/(\pi w^2)$,
\begin{equation}
\Delta I_1(0)\to\frac{2\varphi_0s}{1+s^2}.
\end{equation}
The derivative is proportional to $1-s^2$, so the extremes are $\pm\varphi_0$ at $z=\pm\pi w^2/\lambda$. The defect's own width sets the best defocus.

\textit{Unresolved defect, $A\ll1$.} Now $e^{-au}\approx1$ across the pupil, and the integral of the sine gives
\begin{equation}
\Delta I_1(0)\to2\varphi_0A\,\frac{1-\cos B}{B}.
\end{equation}
The extreme satisfies $B\sin B=1-\cos B$, or $\tan(B/2)=B$, with the first positive root $B=2.33$. Hence $|z|=0.74\,\lambda/\mathrm{NA}^2$, set by the lens, and the signal there is $\pm1.45\,\varphi_0A$. Since $\varphi_0A\propto hw^2$, it measures the volume of the bump and not its height and width separately.

For a general shape, a simple condition on the defocus assures the sign of the first-order signal. The sine in (\ref{eq:transfer}) keeps one sign across the pupil if $\lambda|z|f_c^2\le1$, that is, $|z|\le\lambda/\mathrm{NA}^2$. If $\Phi$ also has one sign, as here, the first-order signal at the centre cannot reverse within that range on either side. Farther out, some components reverse, and the sign at the centre depends on the shape of the defect. For the Gaussian it never reverses: $e^A$ times the numerator of (\ref{eq:gauss}) is $B(e^A-\cos B)-A\sin B$, which is positive for all $B>0$ because $e^A-\cos B>A$ and $B>\sin B$. A single component has no such protection. A phase grating at $f=0.9f_c$ viewed at $z=1.7\lambda/\mathrm{NA}^2$ has the sine argument $1.7\times0.81\,\pi=1.38\pi$, and its contrast is inverted.

\section{A shallow bump in numbers}

Let $\lambda=13.5$ nm, $\mathrm{NA}=0.0825$, $h=0.30$ nm, and let the full width at half height be $60$ nm, so that $w=36.0$ nm. Then $\varphi_0=-4\pi(0.30)/13.5=-0.279$ rad and $A=0.479$; the bump is poorly resolved. At $z=+1000$ nm, $B=1.584$, and (\ref{eq:gauss}) gives
\begin{equation}
\Delta I_1(0)=2(-0.279)(0.479)\,
\frac{1.584-0.620\,(0.479-0.021)}{0.229+2.509}=-0.127 .
\end{equation}

The full calculation, with the complete exponential and the unapproximated $\chi$, gives $-12.8\,\%$ at $+1000$ nm and $+12.5\,\%$ at $-1000$ nm. Half the difference is $-12.64\,\%$, against $-12.69\,\%$ from the formula; this small gap contains both third-order and non-paraxial terms. Half the sum is $-0.17\,\%$, the even-order part.

The scattered field at the centre shows the turn directly. It is $-0.008-0.106i$ at focus, almost perpendicular to the background. At $+1000$ nm it is $-0.069-0.066i$, partly opposed to the background; at $-1000$ nm it is $0.058-0.076i$, partly in step with it. At $+1000$ nm a bright ring reaches $+3.4\,\%$ at a radius of $125$ nm, part of the compensation for the dark centre.

At focus, (\ref{eq:residue}) needs the centre values of two blurred Gaussians. Blurring $\varphi$ gives $\varphi_0(1-e^{-A})=-0.106$. Squaring $\varphi$ halves $w^2$, and hence $A$, so
\begin{equation}
\Delta I_2(0)=(-0.106)^2-\varphi_0^2\,(1-e^{-A/2})=0.0113-0.0166=-0.0053 .
\end{equation}
The full result is also $-0.53\,\%$. Because this residue is negative and the signal falls as $z$ increases, the centre signal crosses zero slightly below the mask, at $z=-34$ nm.

The centre is darkest at $z=1489$ nm, with $-14.5\,\%$. The unresolved limit, used here outside its range, happens to give a nearby plane, $0.74\times1983\approx1470$ nm, but a signal of $1.45\times(-0.279)\times0.479=-19\,\%$, about a third too large in size, since $A$ is not small.

\section{What moves the null}

Let the pupil have a general complex transmission $P(\mathbf f)$. The background is then $P(0)$, and the first-order signal is $2\,\mathrm{Re}[P^*(0)S]$. Adding the complex conjugate in position space means adding the conjugated spectrum at $-\mathbf f$. With $\Phi^*(-\mathbf f)=\Phi(\mathbf f)$ for real $\varphi$,
\begin{equation}
\widehat{\Delta I_1}(\mathbf f)=i\,\Phi(\mathbf f)\left[P^*(0)P(\mathbf f)-P(0)P^*(-\mathbf f)\right].
\end{equation}
For a clear pupil with phase error $W$ and $W(0)=0$, the bracket vanishes if $W(-\mathbf f)=-W(\mathbf f)$. Coma is of this kind and keeps the null, so freedom from aberration is sufficient but not necessary. Spherical aberration is even and breaks it. With $0.010$ waves rms, in the balanced form whose phase relative to the pupil centre is a positive multiple of $\rho^4-\rho^2$ (with $\rho=f/f_c$), the error is negative everywhere between the centre and the edge of the pupil, like that of a positive defocus. The signal at nominal focus becomes $-3.5\,\%$, and the zero moves to $-227$ nm.

An extended source adds the intensities from many tilted waves. For a source point $\mathbf s$ inside a real, even pupil, the bracket becomes $P(\mathbf s)P(\mathbf s+\mathbf f)-P(\mathbf s)P(\mathbf s-\mathbf f)$. Replacing $\mathbf s$ by $-\mathbf s$ in the second term turns it into the first, so the sum over a symmetric source vanishes, and the first-order null survives.

\section{Beside a real mask}

The parameters are rough values for a small bump on a multilayer mask blank, viewed at its working wavelength; the NA is that of a $0.33$ scanner divided by its reduction of 4. The height is at the shallow end. A bump of $1$ nm, also a realistic size, would have $|\varphi_0|=0.93$ rad, which is not weak: symmetry (\ref{eq:symmetry}) would still hold in the model, but the first-order formula would be less accurate. For half the difference of the images at $\pm1000$ nm it is too large by 5 to $6\,\%$; for the single image at $-500$ nm, where the even orders also count, it is too large by about a third. Real microscopes are not fully coherent. A source filling $0.3$ of the pupil radius lowers the odd signal at $\pm1000$ nm by about $10\,\%$ of its value; at $0.6$ the loss is about $40\,\%$, and at $0.9$ about $85\,\%$. A uniform source that fills the whole pupil removes the first-order phase signal at every defocus, because each pair of pupil points then enters the sum twice with opposite signs. Real defects may also reflect less light: a $2\,\%$ dip in amplitude with the shape of the bump makes the signal at focus $-2.0\,\%$ and moves the zero to $-133$ nm. Light returns from a range of depths in the multilayer; if this displaced the effective focus by $50$ nm, the signal at nominal focus would be $-1.3\,\%$ or $+0.2\,\%$, depending on direction. Incidence at $6^\circ$ lowers the peak phase by only $0.5\,\%$. Changes of the bump's shape from layer to layer, the multilayer's angular response and photon noise are not included.

The argument rests on interference with the background wave. In dark field, where that wave is blocked, the signal is $|S|^2$, and for the example bump its centre value is $1.1\,\%$ at focus and $0.9\,\%$ at $\pm1000$ nm, so focus is then the better plane. For a weak, mainly phase-type defect seen in bright field, with a well-corrected lens and a source much smaller than the pupil, the calculation should therefore include two planes at equal distances on opposite sides of focus, within $\lambda/\mathrm{NA}^2=1983$ nm of it here. Their difference carries the phase signal. Defocus also has a cost: surface roughness is itself a weak phase object, so (\ref{eq:transfer}) makes it visible together with the bump. The plane of largest signal need not be the plane of surest detection. The remaining through-focus values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
wavelength = 13.5 nm
mask-side NA = 0.0825
bump height = 0.30 nm
bump full width at half height = 60.0 nm
Gaussian radius w = 36.03 nm
peak phase phi0 = -0.2793 rad
pupil cutoff NA/lambda = 0.006111 1/nm
lambda/NA = 163.6 nm
one-sign focus range lambda/NA^2 = 1983 nm
a*U = 0.4786 (no unit)
b*U at z = 1000 nm: 1.5839 rad
blurred peak phase = -0.1062 rad
Centre signal, full calculation (% of background):
  z = -1500 nm:   14.776 %
  z = -1000 nm:   12.470 %
  z =  -500 nm:    6.913 %
  z =     0 nm:   -0.530 %
  z =   500 nm:   -7.772 %
  z =  1000 nm:  -12.807 %
  z =  1500 nm:  -14.486 %
Scattered field at centre (background amplitude 1):
  z =  -1000 nm: real   0.0578, imag  -0.0762
  z =      0 nm: real  -0.0083, imag  -0.1057
  z =   1000 nm: real  -0.0686, imag  -0.0659
first-order formula at +1000 nm = -12.694 %
odd-in-z half at +1000 nm = -12.638 %
even-in-z half at 1000 nm = -0.168 %
second-order formula at focus = -0.532 %
focus of zero centre signal = -34.4 nm
focus of darkest centre = 1489 nm
signal there = -14.487 %
bright ring at +1000 nm: radius = 125 nm
bright ring signal = 3.374 %
Neglected effects:
source radius sigma = 0.3 of pupil radius
  odd signal relative to point source = 0.9037
  signal at focus = -0.551 %
amplitude dip = 2.0 %
  signal at focus = -2.036 %
  zero-signal focus = -132.8 nm
spherical aberration = 0.010 waves rms
  signal at focus = -3.458 %
  zero-signal focus = -227.0 nm
reflecting-depth offset = 50 nm
  signal at +offset = -1.300 %
  signal at -offset = 0.242 %
incidence angle = 6.0 deg
  loss of peak phase = 0.55 %
  focus change over half of lambda/NA = 8.60 nm
\end{verbatim}
